# Superlattice satellite positions and the bilayer period

Before a layer model is fitted to the diffraction profile of a superlattice, one has to decide whether the bilayer period can be fixed first, or must be varied together with the layer thicknesses, spacings and compositions. It can be fixed first if satellite positions depend on the period alone. For a periodic stack they do so in the limit of many repeats; for a finite stack there is a small correction, which depends on the inside of the bilayer and sets one limit on the separate treatment.

Consider a symmetric reflection, in which the incident and outgoing beams make the same angle $\theta$ with the surface. The scattering angle is then $2\theta$. Both wave vectors have length $2\pi/\lambda$, where $\lambda$ is the wavelength. Their surface components cancel in the difference, while their normal components add, so the scattering vector is normal to the surface and has length

$$
q=2\,\frac{2\pi}{\lambda}\sin\theta=\frac{4\pi\sin\theta}{\lambda}.
$$

Each atomic plane parallel to the surface contributes an amplitude $f$ with a phase factor $e^{iqz}$ set by its height $z$. We add these contributions in single-scattering, or kinematic, theory. Absorption, multiple scattering and interference with the substrate are left out; refraction is restored at the end.

Let the stack contain $N$ identical bilayers of period $\Lambda$. Plane $s$ of bilayer $j$ lies at $z_{js}=j\Lambda+\zeta_s$, with $j=0,\ldots,N-1$, and has amplitude $f_s$. The total amplitude is

$$
A(q)=\sum_{j=0}^{N-1}\sum_s f_s e^{iq(j\Lambda+\zeta_s)}
=F(q)\sum_{j=0}^{N-1}e^{iq\Lambda j},\qquad
F(q)=\sum_s f_s e^{iq\zeta_s}.
$$

The factor $F$ comes out of the sum over $j$ because every bilayer has the same interior. If the repeats differ in thickness or composition, this step fails, and the formulas below are no longer exact.

Write $\varphi=q\Lambda$ for the phase gained per period. The remaining sum is geometric. Taking half of each phase out of the numerator and the denominator gives

$$
\sum_{j=0}^{N-1}e^{i\varphi j}
=\frac{e^{iN\varphi}-1}{e^{i\varphi}-1}
=e^{i(N-1)\varphi/2}\,\frac{\sin(N\varphi/2)}{\sin(\varphi/2)} .
$$

The intensity is therefore

$$
I(q)=|F(q)|^2\,\frac{\sin^2(Nq\Lambda/2)}{\sin^2(q\Lambda/2)} .
$$

The second factor is the squared length of a sum of $N$ unit complex numbers. By the triangle inequality it cannot exceed $N^2$, and it reaches $N^2$ only when all the numbers point the same way. Successive terms differ by the factor $e^{i\varphi}$, so this requires $e^{i\varphi}=1$, or

$$
q_m=\frac{2\pi m}{\Lambda},\qquad m\ \text{an integer}.
$$

These are the principal maxima of the interference factor. Its nearest zeros lie at a distance $2\pi/(N\Lambda)$ on either side, so the peaks sharpen as $N$ grows. Where $F$ is smooth and nonzero, the intensity maxima approach $q_m$ in the same limit.

Between two principal maxima there are also weaker ones. With $x=\varphi/2$, the ratio $\sin(Nx)/\sin x$ is a polynomial of degree $N-1$ in $\cos x$. It has $N-1$ distinct zeros for $0<x<\pi$, at $x=\pi k/N$ with $k=1,\ldots,N-1$. Its derivative with respect to $\cos x$ has degree $N-2$, and so has one zero in each of the $N-2$ gaps between them. The interference factor thus has $N-2$ subsidiary maxima between neighbouring principal ones. For two bilayers it is $4\cos^2(q\Lambda/2)$, which has none. The subsidiary maxima reflect the total thickness $N\Lambda$ and must not be counted as satellites.

Inserting $q=4\pi\sin\theta/\lambda$ into the condition for $q_m$ gives

$$
\frac{4\pi\sin\theta_m}{\lambda}=\frac{2\pi m}{\Lambda}
\quad\Longrightarrow\quad
2\Lambda\sin\theta_m=m\lambda .
$$

This is Bragg's law with the bilayer as the repeating unit. The integer $m$ need not be known at the start, since subtracting the equations for orders $m$ and $m+1$ removes it:

$$
2\Lambda(\sin\theta_{m+1}-\sin\theta_m)=\lambda
\quad\Longrightarrow\quad
\Lambda=\frac{\lambda}{2(\sin\theta_{m+1}-\sin\theta_m)} .
$$

If the two satellites are $p$ orders apart, the same subtraction puts $p\lambda$ in the numerator. The satellites are equally spaced in $\sin\theta$, not in $\theta$. With $\Delta\theta=\theta_{m+1}-\theta_m$ in radians and $\bar\theta$ the mean of the two angles,

$$
\sin\theta_{m+1}-\sin\theta_m
=2\cos\bar\theta\,\sin(\Delta\theta/2)
\approx\Delta\theta\cos\bar\theta .
$$

The approximate period $\lambda/(2\Delta\theta\cos\bar\theta)$ is the sine-difference result multiplied by $\sin(\Delta\theta/2)/(\Delta\theta/2)$, which is $1-\Delta\theta^2/24$ to leading order. It is slightly too small.

The interior of the bilayer decides which of the allowed positions carry visible peaks. Let layer A have $n_A$ planes with amplitude $f_A$ and spacing $d_A$, and define the same quantities for B. Each plane carries the spacing to the next plane, including across an interface, so

$$
\Lambda=n_Ad_A+n_Bd_B .
$$

The spacings are those in the strained film. Put $\alpha=qd_A$ and $\beta=qd_B$. Summing the two layers gives

$$
F=f_A\frac{e^{in_A\alpha}-1}{e^{i\alpha}-1}
+f_Be^{in_A\alpha}\frac{e^{in_B\beta}-1}{e^{i\beta}-1},
$$

provided neither denominator vanishes; where one does, that geometric sum equals its number of planes. At a satellite $n_A\alpha+n_B\beta=2\pi m$, hence $e^{in_A\alpha}e^{in_B\beta}=1$. The numerator of the second term becomes $1-e^{in_A\alpha}$, and

$$
F_m=(e^{in_A\alpha}-1)
\left[\frac{f_A}{e^{i\alpha}-1}-\frac{f_B}{e^{i\beta}-1}\right].
$$

Since $|e^{iu}-1|=2|\sin(u/2)|$, the strength is

$$
|F_m|=2\left|\sin\frac{n_A\alpha}{2}\right|
\left|\frac{f_A}{e^{i\alpha}-1}-\frac{f_B}{e^{i\beta}-1}\right| .
$$

Equal spacings, $d_A=d_B=d$, make the content plain. Let $P=n_A+n_B$ be the number of planes per period and write $m=P+L$. Then $\alpha=\beta=2\pi(1+L/P)$, and for $L$ not a multiple of $P$

$$
|F_m|=|f_A-f_B|\,
\left|\frac{\sin(\pi Ln_A/P)}{\sin(\pi L/P)}\right| .
$$

Without contrast between the layers these satellites vanish, as they must when the crystal really has the period $d$. For constant real amplitudes the strengths at $L$ and $-L$ are equal. If also $n_A=n_B$, the numerator is $|\sin(\pi L/2)|$, and every even satellite in this set is missing. The visible orders near $L=0$ are then $-3,-1,0,1,3$. Treating $L=1$ and $L=3$ as neighbours would put $p=1$ where $p=2$ belongs, and would return half the true period. The pattern gives a warning: the gaps in $\sin\theta$ are in the ratio $2:1:1:2$. All gaps should be compared before one of them is used.

A finite stack has a further effect. The interference factor is symmetric about $q_m$, but $|F|^2$ generally slopes there, and the product peaks slightly to the side on which $|F|^2$ is larger. Let $q=q_m+\delta q$ and $x=\Lambda\delta q/2$. For small $Nx$,

$$
\ln\sin^2(Nx)=2\ln(N|x|)-\frac{N^2x^2}{3}+\cdots,\qquad
\ln\sin^2x=2\ln|x|-\frac{x^2}{3}+\cdots .
$$

These follow from $\sin u=u(1-u^2/6+\cdots)$. Subtracting them, and expanding $\ln|F|^2$ to first order with slope $g_m=d\ln|F|^2/dq$ at $q_m$, gives

$$
\ln I=\ln|F_m|^2+2\ln N+g_m\delta q
-\frac{(N^2-1)\Lambda^2}{12}\delta q^2+\cdots .
$$

Setting the derivative with respect to $\delta q$ to zero yields

$$
g_m-\frac{(N^2-1)\Lambda^2}{6}\delta q_m=0
\quad\Longrightarrow\quad
\delta q_m=\frac{6g_m}{(N^2-1)\Lambda^2}.
$$

The result needs $N\Lambda|\delta q_m|\ll1$, and a curvature of $\ln|F|^2$ much smaller than $N^2\Lambda^2/6$. Other smooth factors in a measured intensity, such as a polarization factor, can be included in the slope.

Expressed as a fraction of the satellite spacing, the shift is $e_m=\Lambda\delta q_m/(2\pi)$. The maximum then lies at $2\pi(m+e_m)/\Lambda$, and two neighbours give

$$
\Lambda_{m,m+1}=\frac{2\pi}{2\pi/\Lambda+\delta q_{m+1}-\delta q_m}
=\frac{\Lambda}{1+e_{m+1}-e_m}.
$$

A common shift cancels; a difference does not. For a given bilayer the error falls as $1/N^2$ at large $N$.

The expansion breaks down where $F_m$ vanishes, since $\ln|F|^2$ then diverges. If $F$ has a simple zero at $q_m$ with derivative $F'$, the intensity close to it is

$$
I\approx |F'|^2\delta q^2\,
\frac{\sin^2(N\Lambda\delta q/2)}{(\Lambda\delta q/2)^2}
=\frac{4|F'|^2}{\Lambda^2}\sin^2(N\Lambda\delta q/2).
$$

It is zero at the satellite position and has weak maxima on both sides, whose height does not grow with $N$. Neither should be entered in the period formula.

A numerical example shows the sizes involved. Take the model values $\lambda=0.154$ nm, $n_A=12$, $d_A=0.280$ nm, $f_A=1$, $n_B=20$, $d_B=0.284$ nm, $f_B=0.4$ and $N=40$. The period put into the model is

$$
\Lambda=12(0.280)+20(0.284)=3.360+5.680=9.040\ \text{nm}.
$$

The intensity was computed by adding the amplitudes of all 1280 planes on an angular grid from $14.55^\circ$ to $17.10^\circ$ in steps of $0.0005^\circ$. Maxima less than $0.3^\circ$ from a higher one were discarded, which removes the subsidiary maxima, and each survivor was refined by one-dimensional maximization. Five satellites remain. The last column is $|F_m|^2$ relative to its value at order 32.

| $m$ | $\theta_m$ (deg) | $\sin\theta_m$ | strength |
|---:|---:|---:|---:|
| 30 | 14.80584 | 0.2555442 | 0.003 |
| 31 | 15.31035 | 0.2640473 | 0.026 |
| 32 | 15.81704 | 0.2725664 | 1.000 |
| 33 | 16.32495 | 0.2810846 | 0.170 |
| 34 | 16.83393 | 0.2895987 | 0.037 |

The orders in the first column are not needed for the first estimate. The central peak and its upper neighbour give

$$
\Lambda_{32,33}=\frac{0.154}{2(0.2810846-0.2725664)}
=\frac{0.154}{2(0.0085182)}=9.0395\ \text{nm}.
$$

The other pairs, from low to high angle, give 9.0555, 9.0385 and 9.0439 nm. The largest departure from the model period is 0.0155 nm, or 0.17%, and belongs to the pair containing the weakest satellite. The shift formula accounts for it. The calculated fractional shifts are $e_{30}=0.001570$ and $e_{31}=-0.000160$, so

$$
\Lambda_{30,31}\approx
\frac{9.0400}{1-0.000160-0.001570}=9.0557\ \text{nm}.
$$

This agrees with the value from the summed profile to 0.0002 nm. Order 32, by contrast, has a shift of only $0.000004$ of the satellite spacing. A slope of $\ln|F|^2$, not a change of period, separates the pair estimates. The satellites on the two sides of order 32 also have unequal strengths. Since constant real amplitudes with equal spacings would give equal strengths at $L$ and $-L$, the asymmetry here is due to the difference between $d_A$ and $d_B$.

A wider pair can now be used to find the absolute orders. The outermost peaks are four orders apart, so

$$
\Lambda_{\rm outer}=\frac{4(0.154)}{2(0.2895987-0.2555442)}
=9.0443\ \text{nm}.
$$

Putting this value into $2\Lambda\sin\theta/\lambda$ gives 30.016, 31.015, 32.015, 33.016 and 34.016, which round to the orders in the table. The rounding is safe when the error is well below one half: an initial period with relative error $\eta$ changes the calculated order by $m\eta$, so $m|\eta|\ll1/2$ is wanted. With the order known, a single angle gives a sharper value,

$$
\Lambda=\frac{m\lambda}{2\sin\theta_m}
=\frac{32(0.154)}{2(0.2725664)}=9.0400\ \text{nm}
=90.400\ \text{Å}.
$$

The finite-stack shift now matters less, because this estimate equals $\Lambda m/(m+e_m)$ and its relative error is about $-e_m/m$. Even the weak order 30 would be wrong by only about $0.00157/30$, or 5 parts in $10^5$.

Order $P$ also has a structural meaning. At $m=P$ the scattering vector is $2\pi P/\Lambda=2\pi/\bar d$, where $\bar d=\Lambda/P$ is the average plane spacing. Here $P=32$ and $\bar d=9.040/32=0.2825$ nm. This peak is the strongest of the five, but the position law does not require that, and the order assignment above did not assume it.

Measured angles have errors, and the two estimates respond to them differently. Write $\Delta s=\sin\theta_{m+1}-\sin\theta_m$. Differentiating $\Lambda=\lambda/(2\Delta s)$ gives

$$
\frac{d\Lambda}{\Lambda}=-\frac{d(\Delta s)}{\Delta s}
=\frac{\cos\theta_m\,d\theta_m-\cos\theta_{m+1}\,d\theta_{m+1}}{\Delta s}.
$$

For independent errors with the same standard deviation $\sigma$, in radians, the squares add:

$$
\sigma_\Lambda=\frac{\Lambda\sigma}{\Delta s}
\sqrt{\cos^2\theta_m+\cos^2\theta_{m+1}} .
$$

With $\sigma=0.001^\circ=1.745\times10^{-5}$ rad, the central pair gives

$$
\sigma_\Lambda=\frac{9.0395(1.745\times10^{-5})}{0.0085182}(1.359)
=0.025\ \text{nm}.
$$

This is larger than any of the finite-stack errors above. Satellites $p$ orders apart have a $p$ times larger $\Delta s$, which reduces the error roughly by $p$. By comparison, the small-angle form of the period formula is harmless here: for the gap of $0.508^\circ$ its relative error is $-3.3\times10^{-6}$.

If the order is known, differentiating $\Lambda=m\lambda/(2\sin\theta_m)$ gives $d\Lambda/\Lambda=-\cot\theta_m\,d\theta_m$. The same angular uncertainty at order 32 then produces $9.040(3.53)(1.745\times10^{-5})=0.0006$ nm. The absolute order is worth finding for this reason, but only when each period holds a whole number of planes, as in this model. In a grown film the mean period is often a fractional number of planes, and the repeats are then not identical. The satellites around the average-lattice reflection lie near $2\pi/\bar d+2\pi L/\Lambda$, so their differences still give $\Lambda$, but $2\Lambda\sin\theta/\lambda$ is no longer close to an integer. With 12.3 planes of A in place of 12, the period is 9.124 nm and the central peak has the calculated order 32.3; rounding it to 32 would return $32\bar d=9.039$ nm. Calculated orders that all miss an integer by the same amount, beyond their error, are the warning, and the period must then come from the differences.

A common zero error reverses the comparison. Suppose every recorded angle is too large by a small $\varepsilon$. For the neighbour estimate,

$$
\frac{d\Lambda}{\Lambda}
=-\varepsilon\,\frac{\cos\theta_{m+1}-\cos\theta_m}
{\sin\theta_{m+1}-\sin\theta_m}
=\varepsilon\,\frac{2\sin\bar\theta\sin(\Delta\theta/2)}
{2\cos\bar\theta\sin(\Delta\theta/2)}
=\varepsilon\tan\bar\theta .
$$

For $\varepsilon=0.01^\circ$ the change is $+5.0\times10^{-5}$ of the period. The single-angle estimate changes by $-\varepsilon\cot\theta_m$, which is $-6.2\times10^{-4}$ at order 32. Below $45^\circ$ a difference of satellites is the less sensitive of the two to a zero error, while a single known order is less sensitive to independent errors by a factor of about $\sqrt2\,m$, which is large here.

Refraction also moves the peaks. Give the film a uniform average refractive index $n=1-\delta$, with $\delta$ real and small. The wavelength inside is $\lambda/n$, so the Bragg condition reads $n\sin\theta_{\rm in}=S_m$, where $S_m=m\lambda/(2\Lambda)$. Snell's law, for angles measured from the surface, is $\cos\theta_{\rm out}=n\cos\theta_{\rm in}$. Therefore

$$
\sin^2\theta_{\rm out}=1-n^2(1-\sin^2\theta_{\rm in})
=S_m^2+1-n^2\approx S_m^2+2\delta .
$$

Well above the critical angle, where $S_m^2\gg2\delta$, the square root is $\sin\theta_{\rm out}\approx S_m+\delta/S_m$. The difference between neighbours becomes

$$
\Delta s\approx S_{m+1}-S_m+\delta\left(\frac1{S_{m+1}}-\frac1{S_m}\right)
=(S_{m+1}-S_m)\left(1-\frac{\delta}{S_mS_{m+1}}\right).
$$

The uncorrected neighbour estimate is therefore too large by the fraction $\delta/(S_mS_{m+1})$, whereas the single-angle estimate is too small by $\delta/S_m^2$. For an assumed $\delta=10^{-5}$ these changes are $+1.31\times10^{-4}$ for orders 32 and 33, and $-1.35\times10^{-4}$ for order 32. Both are about 0.001 nm: negligible beside the random error of the neighbour estimate, but larger than that of the single-angle estimate. Replacing each measured $\sin\theta$ by $\sqrt{\sin^2\theta-2\delta}$ removes the effect in this model.

Within this kinematic model, the period can thus be fixed before the rest of the layer model when the repeats are identical, the order differences are known, and the errors from the finite stack, the measured angles and refraction are small compared with the accuracy sought, or have been corrected. In a real film, interference with the substrate, left out here, can also move the maxima, especially that of a satellite close to a substrate reflection. The period supplies the sum $n_Ad_A+n_Bd_B$. How that sum divides between the two layers must come from the satellite strengths or from another measurement.
